\section*{Does a positive hull distance rule out an oxide?}

\section{The argument under review}

The author considers a mixed oxide ABO$_4$ as a dielectric film and argues as follows.

\begin{quote}
The calculated energy of ABO$_4$ lies 30 meV/atom above that of a mixture of AO$_2$ and BO$_2$. Zero-point motion lowers this by 2 meV/atom and does not change its sign. Decomposition therefore releases energy. A reaction that releases energy takes place, so the compound cannot be made, and a film of it would not last.
\end{quote}

The first two sentences can be accepted. The conclusion needs two further statements: that the sign of the energy difference at zero temperature is the sign of the free-energy difference at the temperature of synthesis, and that a favourable decomposition is also a fast one. Neither has been shown. I examine them in turn, with the author's energies and round model values for the other quantities.

\section{What the hull distance measures}

The convex hull gives the lowest energy that any mixture of phases can reach at a fixed composition. I accept the author's premise that this mixture is AO$_2$ + BO$_2$. Each dioxide supplies three of the six atoms in ABO$_4$, so the energy above the hull, per atom, is
\begin{equation}
e_h=e_{\mathrm{ABO_4}}-\tfrac12\left(e_{\mathrm{AO_2}}+e_{\mathrm{BO_2}}\right).
\end{equation}
With formation energies of $-3.47$, $-3.80$ and $-3.20$ eV/atom,
\begin{equation}
e_h=-3.47+3.50=0.030\ \text{eV/atom}.
\end{equation}
This is a static energy, without nuclear motion. For a compound with random cations it must be averaged over cation arrangements; I take the author's value to be such an average.

The reaction ABO$_4\to$ AO$_2$ + BO$_2$ releases no oxygen. The oxygen chemical potential therefore cancels, and oxygen pressure does not shift the balance while the two dioxides remain the competing phases.

At temperature $T$ the relevant quantity is the free-energy distance $g(T)$, defined with the same weights as $e_h$. The compound is stable against these dioxides if $g<0$. Pressure times volume is neglected. The algebra uses $\hbar=1$ and keeps Boltzmann's constant $k$.

\section{The missing entropy}

\subsection{Vibrations}

A harmonic mode of frequency $\omega$ has
\begin{equation}
F=\frac{\omega}{2}+kT\ln\left(1-e^{-\omega/kT}\right).
\end{equation}
Put $u=\omega/kT$ and write $1-e^{-u}=2e^{-u/2}\sinh(u/2)$. The logarithm of $e^{-u/2}$ contributes $-\omega/2$, which cancels the zero-point energy:
\begin{equation}
F=kT\ln\left(2\sinh\frac u2\right)
=kT\ln\frac{\omega}{kT}+\frac{\omega^2}{24kT}+\cdots .
\end{equation}
The author's zero-point correction thus belongs to low temperature. It should not be added to the high-temperature expression.

In a Debye solid $\omega=k\theta x$, with weight $3x^2$ on $0<x<1$. The averages are $\langle\ln x\rangle=-1/3$ and $\langle x^2\rangle=3/5$. With three modes per atom,
\begin{equation}
f_{\mathrm{vib}}=3kT\left(\ln\frac{\theta}{T}-\frac13\right)+\frac{3k\theta^2}{40T}+\cdots .
\end{equation}
Both sides of the reaction have the same number of modes, so the terms in $\ln T$ and $-1/3$ cancel. Let $\theta_s$ belong to the solution ABO$_4$, and define $\theta_g=\sqrt{\theta_A\theta_B}$ and $\langle\theta^2\rangle=(\theta_A^2+\theta_B^2)/2$ for the dioxides. Then
\begin{equation}
\Delta f_{\mathrm{vib}}=-3kT\ln\frac{\theta_g}{\theta_s}
+\frac{3k}{40T}\left(\theta_s^2-\langle\theta^2\rangle\right).
\end{equation}
The first term is negative if the compound is softer than its competitors and positive if it is stiffer. Vibrations can therefore act either way. The formula needs real frequencies: a structure with an unstable mode is not a local minimum, and this treatment does not apply to it.

\subsection{Cation disorder}

If $N$ cation sites hold equal numbers of A and B at random, the number of arrangements is $W=N!/[(N/2)!]^2$. Stirling's formula gives
\begin{equation}
\ln W\simeq N\ln N-N-2\left(\frac N2\ln\frac N2-\frac N2\right)=N\ln2 .
\end{equation}
One atom in three is a cation, so the free energy falls by $(kT\ln2)/3$ per atom. This gain belongs to the disordered phase. It may not be credited to an ordered compound.

\subsection{The crossing temperature}

Collecting the terms,
\begin{align}
g(T)&=e_h-sT+\frac cT,\\
s&=\frac{k\ln2}{3}+3k\ln\frac{\theta_g}{\theta_s},\\
c&=\frac{3k}{40}\left(\theta_s^2-\langle\theta^2\rangle\right).
\end{align}
Setting $g=0$ and multiplying by $-T$ gives $sT^2-e_hT-c=0$. For $s>0$ the root in the high-temperature regime is
\begin{equation}
T^*=\frac{e_h+\sqrt{e_h^2+4sc}}{2s}\simeq\frac{e_h}{s}.
\end{equation}
When $c<0$ there is a second root near $-c/e_h$. It is about 8 K in the example below, where the expansion is invalid, and it has no meaning. If $s\le0$, the leading high-temperature expression $e_h-sT$ stays positive and entropy does not rescue the compound.

Take $\theta_A=550$ K, $\theta_B=750$ K and $\theta_s=630$ K, so that $\theta_g=642.3$ K. Disorder supplies 19.91 and vibrations 4.98 $\mu$eV/K per atom. Hence
\begin{equation}
\frac{e_h}{s}=\frac{0.030}{24.89\times10^{-6}}\ \text{K}\simeq1205\ \text{K}.
\end{equation}
With $c=-0.230$ eV\,K the root becomes 1197 K, or 924 $^\circ$C. Integrating the full Debye free energies gives the same value to within 1 K. At 1700 K the distance is $30.0-42.3-0.1\simeq-12$ meV/atom: in this model the compound is stable there, although $e_h$ is positive.

With the barrier assumed here, slow diffusion does not close this route. The cation model used below has a jump rate of about $4\times10^2$ s$^{-1}$ at 1700 K, hence $1.5\times10^6$ jumps in an hour. With a jump length of 0.35 nm, the root-mean-square displacement is about 0.4 $\mu$m, enough to mix powders with grains of about that size or smaller. The estimate is sensitive to the barrier: one 0.5 eV higher gives 14 jumps per second and only 0.08 $\mu$m in an hour, which would call for much finer grains or much longer times.

Disorder alone would put the crossing at 1507 K. Vibrations alone would put it formally at 6020 K, far outside the range of a solid oxide. This particular compound is therefore not rescued by vibrations alone, but they lower its crossing by about 300 K. An ordered compound with the same $e_h$ could be stabilised near 1500 K by softness alone if
\begin{equation}
\frac{\theta_s}{\theta_g}=e^{-e_h/(3kT)}=0.926,
\end{equation}
a softening of 7.4 percent. The full Debye calculation then gives a crossing at 1483 K.

\subsection{Height does not rank stability}

Consider an ordered compound only 10 meV/atom above the same dioxides, with a Debye temperature of 660 K. It has no disorder entropy, and it is stiffer than the mixture. At 1700 K,
\begin{equation}
g\simeq10+3kT\ln\frac{660}{642.3}\simeq10+12=22\ \text{meV/atom}.
\end{equation}
The random compound, which starts 20 meV/atom higher, is at $-12$ meV/atom. A cut-off in $e_h$ would order these two wrongly at 1700 K. A small hull distance is therefore no promise of stability either.

\section{Favourable decomposition can be slow}

Below $T^*$ the author is right about the direction of the reaction: $g=7.3$ meV/atom at 900 K and 19.5 meV/atom at 400 K. The rate is a separate matter, because the cations must separate.

Let a cation jump a distance $a$ in random directions at rate $\Gamma=\nu e^{-Q/kT}$. The cross terms between independent jumps average to zero, so the mean square displacement after time $t$ is $a^2\Gamma t$. The time for the root-mean-square displacement to reach a length $L$ is
\begin{equation}
t_L=\frac{L^2}{a^2\Gamma}.
\end{equation}
I take $Q=3.5$ eV, $\nu=10^{13}$ s$^{-1}$, $a=0.35$ nm and $L=1$ nm, a small scale for separated regions. Any delay from nucleation is left out and would lengthen the time.

\subsection{Cooling}

For cooling at a constant rate $q$ from $T^*$, the number of later jumps is $n=q^{-1}\int_0^{T^*}\Gamma\,dT$. Substitute $u=Q/kT$, so that $dT=-(Q/k)u^{-2}du$, and integrate by parts:
\begin{align}
n&=\frac{\nu Q}{qk}\int_{u^*}^{\infty}\frac{e^{-u}}{u^2}\,du
=\frac{\nu Q}{qk}\,\frac{e^{-u^*}}{u^{*2}}\left(1-\frac2{u^*}+\cdots\right)\nonumber\\
&\simeq\frac{\Gamma(T^*)\,kT^{*2}}{Qq},\qquad u^*=\frac{Q}{kT^*}.
\end{align}
Here $2/u^*\simeq0.06$, so the last form is about 6 percent too large. With $\Gamma(T^*)=0.0186$ s$^{-1}$ and $kT^{*2}/Q\simeq35$ K,
\begin{equation}
n\simeq\frac{0.0186\times35}{50}\simeq0.013
\end{equation}
at 50 K/s. Most cations in the grain interiors do not move again, and the high-temperature arrangement is retained. At 0.1 K/s the number is 6.6 and the displacement 0.9 nm. That is comparable with $L$, so this slower cooling gives no such assurance.

\subsection{Holding}

In the grain interiors $t_L$ is about one year at 900 K and $3\times10^{24}$ years at 400 K. The second figure means that bulk diffusion is negligible; it is not a predicted lifetime, because faster paths take over.

Suppose the barrier along grain boundaries is 2.1 eV, with $\nu$ and $a$ unchanged. Then $t_L$ is 0.5 s at 900 K and $7\times10^6$ years at 400 K. Even at 50 K/s the film cools by only about 25 K in 0.5 s, so boundary cations can move 1 nm near 900 K during a fast cool. Over the whole cool from $T^*$ at 50 K/s, the cooling integral with this barrier gives about $1.6\times10^4$ jumps, or 44 nm along a boundary. The frozen state derived above therefore applies only to grain interiors, while decomposition at the boundaries remains possible, and it matters most in a fine-grained film.

These times depend strongly on the barriers. Lowering $Q$ by 0.5 eV reduces the bulk time at 900 K from a year to 14 hours, and raises the number of jumps in the 50 K/s cool from 0.013 to about 2. The same reduction of the boundary barrier at 400 K divides the time by $e^{0.5/kT}\simeq2\times10^6$, leaving about four years. The driving force can also speed the jumps. If half of the free energy released per cation, $3g/2$, is taken off the barrier, the rate rises by a factor of 1.15 at 900 K and 2.3 at 400 K.

\section{How firm is the crossing?}

Since $dT^*/de_h\simeq1/s$, an energy error of 10 meV/atom moves the crossing by about 400 K: it becomes 792 K or 1601 K. The vibrational input matters about as much: an error of 3 percent in $\theta_s/\theta_g$ changes $g$ by $3kT\times0.03\simeq9$ meV/atom at the crossing. At 1700 K the same error amounts to 13 meV/atom, slightly more than the 12 meV/atom by which the compound is stable there. For the round parameters chosen, the omitted effects estimated next are each smaller than this. Other choices make them comparable: in the notation below, $\varepsilon=0.15$ eV raises $g(1700\ \text{K})$ by 15 meV/atom, and $\gamma=1.0$ for the compound raises it by 12 meV/atom.

\emph{Short-range order.} Let like neighbouring cations cost $+V$ and unlike ones $-V$, with $z$ neighbours. There are $z/2$ pairs per cation, so the energy variance is $zV^2/2$ per cation. The leading correction, minus the variance over $2kT$, is $-zV^2/(4kT)$. For $V=10$ meV and $z=8$ it is $-0.65$ meV/atom at the crossing, which moves to 1171 K.

\emph{Thermal expansion.} For a volume strain $\eta$, let the Debye temperature vary as $e^{-\gamma\eta}$. With bulk modulus $B$ and atomic volume $\Omega$, the change in free energy is $B\Omega\eta^2/2-3kT\gamma\eta$. Its minimum is $-(3kT\gamma)^2/(2B\Omega)$. With $B=200$ GPa, $\Omega=10$ \AA$^3$, and $\gamma=1.5$ for the compound but 1.6 for the dioxides, $g$ rises by 1.2 meV/atom. The crossing moves to 1250 K.

\emph{Mutual solubility.} Let a foreign cation cost $\varepsilon=0.30$ eV in either dioxide. Minimising $\varepsilon x+kT[x\ln x+(1-x)\ln(1-x)]$ gives $x/(1-x)=e^{-\varepsilon/kT}$ and a minimum of $-kT\ln(1+e^{-\varepsilon/kT})$ per cation. The competitors gain 1.8 meV/atom at the original crossing, which moves to 1297 K.

\emph{A second form of AO$_2$.} A transition at $T_f=1400$ K with latent heat $\ell=0.06$ eV per formula unit lowers the competitors by $\ell(T/T_f-1)/6$ per atom above $T_f$. This is 2.1 meV/atom at 1700 K.

With the last three effects together, and no credit for short-range order, the crossing is 1388 K and $g(1700\ \text{K})=-2$ meV/atom. The compound remains stable, but by less than a 10 meV/atom energy error. Cooling at 50 K/s from this higher crossing allows 1.9 jumps in the leading approximation (1.7 from the integral), or about 0.5 nm, instead of 0.013 jumps.

\section{Relation to zirconium titanate}

The parameters are rough values in the regime of ZrTiO$_4$, a dielectric oxide competing with zirconia and titania; they are not measurements of it. One is visibly off. The real compound begins to order its cations at very roughly 1400 K, whereas the pair model has a mean-field ordering temperature $zV/k=928$ K. Matching 1400 K in mean field needs $V\simeq15$ meV. A fully ordered state in which all neighbours are unlike, $zV/6$ per atom below the random one, would then lie about 10 instead of 17 meV/atom above the hull. Such a state exists only on a lattice that lets every neighbour be unlike. With the random-state energy held fixed, ordering lowers the crossing, but the short-range formula cannot give the amount below the ordering temperature. Mean field also overestimates that temperature. On a body-centred cubic lattice with $z=8$ the pair model orders at $kT\simeq6.35V$, so matching 1400 K needs $V\simeq19$ meV; the ordered state then lies about 5 meV/atom above the hull, and with unchanged Debye temperatures the crossing falls to about 800 K. The sign of $g$ at 900 K is therefore not secure. Real films also contain grain boundaries. In the model these shorten the 1 nm time at 900 K from a year to half a second, so single-crystal diffusion data would not suffice to judge such a film. Strain, surfaces and reactions with electrodes are not included.

\section{Requested revision}

The calculation supports this statement: ``At zero temperature ABO$_4$, with the cation arrangement considered, is unstable to decomposition into the two dioxides.'' An ordered arrangement of lower energy would need its own calculation. The claim that it cannot be made should be withdrawn. To restore it, the author would have to show that $g(T)$ stays positive throughout the accessible range of temperature, and that no route yields the compound faster than it decomposes. The claim about the film's life needs cation barriers for both grain interiors and boundaries, together with the cooling rate and the temperature of use. The values behind this assessment are collected in the numerical output.

\section*{Computed results}
\begin{verbatim}
Formation AO2, BO2, ABO4: -3.80, -3.20, -3.47 eV/atom
Energy above hull: 30.0 meV/atom
Same per ABO4 formula: 17.4 kJ/mol
Debye AO2, BO2, ABO4: 550, 750, 630 K
Geometric mean Debye temperature: 642.3 K
Zero-point shift: -1.94 meV/atom
Disorder entropy: 19.91 microeV/K/atom
Vibrational entropy gain: 4.98 microeV/K/atom
Quantum coefficient c: -0.230 eV K/atom
Crossing, full and formula: 1197.5, 1197.4 K
Crossing in Celsius: 924 C
Crossing, simple ratio e_h/s: 1205.1 K
Crossing, disorder alone: 1507 K
Formal crossing, vibrations alone: 6020 K
Free-energy distance at 400 K: 19.49 meV/atom
Free-energy distance at 900 K: 7.34 meV/atom
Free-energy distance at 1700 K: -12.45 meV/atom
Crossing if e_h is 10 meV lower, higher: 792, 1601 K
Stiff ordered phase: 10 meV/atom, 660 K
Its distance at 1700 K: 21.99 meV/atom
Softening needed alone at 1500 K: 7.44 percent
Full Debye crossing with that softening: 1483 K
Pair energy, neighbours: 10 meV, 8
Short-range order at crossing: -0.65 meV/atom
Ordered state above hull: 16.7 meV/atom
Mean-field ordering temperature: 928 K
Bulk modulus, atomic volume: 200 GPa, 10 A^3
Gruneisen solution, reference: 1.5, 1.6
Expansion shift at crossing: 1.19 meV/atom
Cation solution cost: 0.30 eV
Solubility shift at crossing: 1.83 meV/atom
AO2 transition, latent heat: 1400 K, 0.06 eV/formula
AO2 form shift at 1700 K: 2.14 meV/atom
Crossing with order, expansion, solubility: 1171, 1250, 1297 K
Crossing with all adverse shifts: 1388 K
Adverse distance at 1700 K: -1.99 meV/atom
Barriers bulk, boundary: 3.5, 2.1 eV
Attempt rate, jump length: 1.0e+13 1/s, 0.35 nm
Bulk jump rate at crossing: 1.860e-02 1/s
Cooling 50 K/s: 0.0131 jumps, 0.040 nm rms
Cooling 0.1 K/s: 6.57 jumps, 0.897 nm rms
Adverse, 50 K/s: 1.86 jumps, 0.478 nm rms
Decomposition length considered: 1.0 nm
Bulk time at 900 K: 1.03e+00 years
Boundary time at 900 K: 4.69e-01 s
Bulk time at 400 K: 3.24e+24 years
Boundary time at 400 K: 2.35e+14 s
Boundary time at 400 K: 7.44e+06 years
Bulk time at 900 K, barrier 0.5 eV lower: 14.28 h
Driving-force rate factor at 900, 400 K: 1.15, 2.34
\end{verbatim}
